# Third-order spin tunnelling: thermal logarithms, step anomalies and bias asymmetry, part 2

A tip exchanges electrons with a metal surface carrying a magnetic atom of dimensionless spin $\mathbf S$. We seek its differential conductance to third order, including one scattering from the spin within the surface. The spin Hamiltonian $H_S$ has levels $E_i$, with $\Delta_{mi}=E_m-E_i$, $\mathbf S_{mi}=\langle m|\mathbf S|i\rangle$ and thermal populations $p_i$.

The tunnelling and surface vertices are $T_0(u+\boldsymbol\sigma\cdot\mathbf S)$ and $J(v+\boldsymbol\sigma\cdot\mathbf S)$; $u$ and $v$ measure potential scattering relative to exchange. Both metals are unpolarized, with constant densities of states per spin $\rho_t$ (tip) and $\rho_s$ (surface). We write $j=J\rho_s$; $j>0$ is antiferromagnetic.

Energies are measured from the surface Fermi level, and $\varepsilon$ is the electron's energy in the tip. The surface band runs from $-W$ to $W$, and terms of order $|E|/W$ are neglected. Positive $eV$ drives electrons from tip to surface. With $f(x)=1/(e^{x/kT}+1)$ and $f'$ its derivative,

$$\boxed{\,\frac{dI}{dV}=G_0\int\mathcal A(\varepsilon)\,[-f'(\varepsilon-eV)]\,d\varepsilon\,}$$

where $G_0=\frac{4\pi e^2}{\hbar}T_0^2\rho_t\rho_s$, $\mathcal A=\sum_{if}Q_{if}w_{if}$ and

$$Q_{if}=p_i[1-f(\varepsilon-\Delta_{fi})]+p_ff(\varepsilon-\Delta_{fi}),$$

$$\begin{aligned}w_{if}={}&u^2\delta_{if}+|\mathbf S_{if}|^2\\&+2j\sum_mR_{ifm}[g(\varepsilon-\Delta_{mi})+g(\varepsilon+E_m-E_f)]\\&+2ju\,\delta_{if}\sum_m|\mathbf S_{mi}|^2[g(\varepsilon+\Delta_{mi})-g(\varepsilon-\Delta_{mi})].\end{aligned}$$

The three lines are the second-order, exchange and interference parts. Here $R_{ifm}=-i\,\mathbf S_{if}\cdot(\mathbf S_{fm}\times\mathbf S_{mi})$ is real, as holds when $H_S$ is a real matrix in the $S_z$ basis. The thermal logarithm, even in $E$, is

$$\boxed{\,g(E)=\ln\frac{W}{2\pi kT}-\operatorname{Re}\psi\!\left(\frac12+\frac{iE}{2\pi kT}\right)\,}$$

with $\psi$ the digamma function. For $|E|\gg kT$ it becomes $\ln(W/|E|)$, and $g(0)=\ln(2e^\gamma W/\pi kT)$, with $\gamma$ Euler's constant.

### The rounded step

The second-order part of $w_{if}$ does not depend on energy, so the average acts on $Q_{if}$ alone. With $y=(eV-\Delta_{fi})/kT$,

$$\langle Q_{if}\rangle=p_f+(p_i-p_f)\Theta(y),\qquad \Theta(y)=\int[1-f(x)][-f'(x-y)]\,dx,$$

where energies inside $\Theta$ are in units of $kT$. To evaluate it, consider $K(y)=\int[1-f(x)]f(x-y)\,dx$, whose derivative is $\Theta$. Since $f(x)[1-f(x-y)]=e^{-y}f(x-y)[1-f(x)]$, subtraction gives

$$f(x-y)-f(x)=(1-e^{-y})\,f(x-y)[1-f(x)] .$$

The integral of the left side is $y$. Thus $K=y/(1-e^{-y})$, and

$$\Theta(y)=\frac{1-(1+y)e^{-y}}{(1-e^{-y})^2}.$$

It tends to 0 and 1 far below and above threshold and equals $\tfrac12$ at $y=0$. In code, use the limiting expansion $\tfrac12+y/6$ near zero, where the quotient loses accuracy, and for negative $y$ use $\Theta(y)=1-\Theta(-y)$, which avoids overflow of the exponentials.

### The logarithm seen through a warm tip

Where a logarithm is multiplied by a constant weight, the remaining average also has a closed form. Let

$$\hat g(x)=\int g(\varepsilon)[-f'(\varepsilon-x)]\,d\varepsilon,\qquad z=\frac{x}{2\pi kT}.$$

It suffices to average $\Phi(E)=\psi(\tfrac12-iE/2\pi kT)$, which is analytic in the upper half plane, and to take the real part. Call the average $\hat\Phi(x)$. Its derivative is $\int\Phi'(x+y)[-f'(y)]\,dy$. Closing the contour above, the double poles at $y=i\pi kT(2n+1)$ give

$$\hat\Phi'(x)=-2\pi i\,kT\sum_{n\ge0}\Phi''[x+i\pi kT(2n+1)]
=\frac{i}{2\pi kT}\sum_{n\ge0}\psi''(n+a),\quad a=1-iz .$$

The second equality follows from $\Phi''=-(2\pi kT)^{-2}\psi''$. To do the sum, insert $\psi''(a)=-2\sum_{k\ge0}(k+a)^{-3}$. For $N=n+k$ there are $N+1$ equal terms, hence

$$\sum_n\psi''(n+a)=-2\sum_N\frac{(N+a)+(1-a)}{(N+a)^3}
=-2\psi'(a)-(a-1)\psi''(a).$$

Because $d/dx=-(i/2\pi kT)\,d/da$, this means

$$\frac{d\hat\Phi}{da}=2\psi'(a)+(a-1)\psi''(a)=\frac{d}{da}\left[\psi(a)+(a-1)\psi'(a)\right].$$

The integration constant follows from large $|x|$. There the average cannot change the leading logarithm, while $(a-1)\psi'(a)\to1$; the constant is $-1$. After conjugating the arguments,

$$\boxed{\,\hat g(x)=\ln\frac{W}{2\pi kT}+1-\operatorname{Re}\left[\psi(1+iz)+iz\,\psi'(1+iz)\right]\,}$$

and $\hat g(0)=\ln(e^{1+\gamma}W/2\pi kT)$.

A logarithm multiplied by an opening step is a different case. The average of the product is not the product of the averages, because both factors vary within a few $kT$. These terms are best integrated numerically from $\mathcal A$.

### Even and odd parts

Reverse $\varepsilon$ and exchange $i$ with $f$ in the exchange part. Since $1-f(-x)=f(x)$, the weight obeys $Q_{fi}(-\varepsilon)=Q_{if}(\varepsilon)$. The two logarithms merely trade places because $g$ is even. Complex conjugation reverses the triple product and gives $R_{fim}=R_{ifm}^*$, equal to $R_{ifm}$ for the real case considered here. The second-order and pure-exchange conductances are therefore even in bias.

The interference is elastic, for which $Q_{ii}=p_i$. The closed logarithm applies directly:

$$G_{\rm odd}(V)=2ju\sum_{im}p_i|\mathbf S_{mi}|^2\left[\hat g(eV+\Delta_{mi})-\hat g(eV-\Delta_{mi})\right].$$

Interchanging $i$ and $m$ reverses the bracket. Collecting each pair once gives

$$G_{\rm odd}(V)=2ju\sum_{i<m}(p_i-p_m)|\mathbf S_{mi}|^2\left[\hat g(eV+\Delta_{mi})-\hat g(eV-\Delta_{mi})\right].$$

Each contributing transition must connect levels of unequal population. In the wide-band limit used here, a degenerate spin therefore gives no asymmetry at this order. For $ju>0$ and a lower level $i$, the conductance is reduced near $eV=+\Delta_{mi}$ and increased near $eV=-\Delta_{mi}$. In the same limit, reversing either $j$ or $u$ reverses the asymmetry. Far beyond the threshold, for $|eV|\gg\Delta_{mi}$ and $|eV|\gg kT$, the bracket approaches $-2\Delta_{mi}/eV$. This slow decay cannot be followed to arbitrary bias, because potential scattering brings neglected band-edge terms that are also odd in bias and grow as $eV/W$. In the example below, keeping the band edges at $\pm W$ makes the odd part change sign near 13 mV for $v=0$ and near 10 mV for $v=1$.

For a degenerate spin all logarithms sit at $\varepsilon=0$. Completeness and $\mathbf S\times\mathbf S=i\mathbf S$ give $\sum_{fm}R_{ifm}=S(S+1)$ for each $i$. The exchange contribution to $\mathcal A$ is then

$$S(S+1)\,[1+4jg(\varepsilon)],$$

which contains the first two terms of $S(S+1)[1+2jg(\varepsilon)]^2$. For $j>0$ the exchange amplitude is enhanced at low energy, and for $j<0$ it is reduced.

### A half-integer spin with easy-plane anisotropy

Take $H_S=DS_z^2$ with $D>0$ and half-integer $S\ge3/2$. The ground doublet has $S_z=\pm\tfrac12$. Spin operators connect it to itself and to $S_z=\pm\tfrac32$, which lies higher by $D(\tfrac94-\tfrac14)=2D$. A zero-bias logarithm and inelastic steps occur in the same spectrum. Set $n=S+\tfrac12$.

Within the ground doublet the spin components are $\tfrac12(n\tau_x,n\tau_y,\tau_z)$, where $\tau_a$ are Pauli matrices; the factor $n$ is the matrix element of $S_+$ between $-\tfrac12$ and $\tfrac12$. Let $g$ used as a set label denote the ground doublet and $e$ the excited one. Averaging over the two initial ground states, define

$$\alpha=\frac12\sum_{i,f\in g}|\mathbf S_{if}|^2=\frac{2n^2+1}{4},$$

$$\beta=\frac12\sum_{i,f,m\in g}R_{ifm}=-\frac{i}{2}\,\frac{n^2}{8}\sum_{abc}\epsilon_{abc}\operatorname{Tr}(\tau_a\tau_b\tau_c)=\frac{3n^2}{4}.$$

The last result uses $\operatorname{Tr}(\tau_a\tau_b\tau_c)=2i\epsilon_{abc}$ and the six nonzero terms of $\epsilon_{abc}^2$.

If $i$ and $f$ lie in the ground doublet but $m$ runs over all states, $\sum_m\mathbf S_{fm}\times\mathbf S_{mi}=i\mathbf S_{fi}$, and the averaged sum of $R$ is $\alpha$. The part with excited $m$ is thus $\alpha-\beta$. Since $R_{ifm}$ is unchanged by cyclic permutation, the part with excited $f$ and ground $m$ has the same value. Let $b$ be the part in which both $f$ and $m$ are excited. The full sum gives

$$S(S+1)=\beta+2(\alpha-\beta)+b .$$

It is also useful to define the inelastic strength

$$c=S(S+1)-\alpha=\frac{n^2-1}{2},$$

where $S(S+1)=n^2-\tfrac14$ was used. It follows that $\alpha-\beta+b=c$.

At low temperature and for $\varepsilon$ at least several $kT$ above $-2D$, the exchange part of $\mathcal A$ is

$$\begin{aligned}\mathcal A_{\rm ex}^{(3)}=2j\{&2\beta g(\varepsilon)+(\alpha-\beta)[g(\varepsilon-2D)+g(\varepsilon+2D)]\\&+c\,s(\varepsilon)[g(\varepsilon)+g(\varepsilon-2D)]\},\end{aligned}$$

with $s(\varepsilon)=1-f(\varepsilon-2D)$. The middle term describes elastic transport through a virtually excited spin. The last contains both choices of $m$ in a real excitation.

At zero temperature the coefficient of $\ln(1/|\varepsilon|)$ at zero bias is

$$4j\beta=3n^2j .$$

Near $\varepsilon=2D$, write the distance to the step as $\delta=|\varepsilon-2D|$. Below the threshold, $s=0$ and the exchange coefficient of $\ln(1/\delta)$ is $2j(\alpha-\beta)=-j(n^2-1)/2$. Above it, $s=1$ and the coefficient is $2j(\alpha-\beta+c)=+j(n^2-1)/2$. Interference adds $-2juc=-ju(n^2-1)$ on both sides. At the negative threshold the interference changes sign. Altogether,

$$C_{+2D}=j(n^2-1)\left(\pm\tfrac12-u\right),\qquad C_{-2D}=j(n^2-1)\left(\pm\tfrac12+u\right),$$

where the upper sign applies outside, $|eV|>2D$, and the lower sign inside. A logarithm at a step need not be a peak. For $j>0$ and $u=0$ the logarithm centred at the step lowers the conductance just inside and raises it just outside. The total exchange correction, which also contains the other logarithms, can still be positive on both sides, as in the example below. Interference then shifts the coefficients in opposite directions at the two polarities; at $|u|=\tfrac12$ one side of each step has no logarithm at this order.

Temperature cuts off these divergences. At $V=0$ and $kT\ll2D$, the replacement $g(0)\to\hat g(0)$ gives

$$\frac{dG}{d\ln T}=-3n^2j ,$$

with $G$ in units of $G_0$. Exactly at the threshold the exchange logarithms centred there cancel on averaging. Their coefficient is $(\alpha-\beta)+c/2=0$, because $s$ has mean one half and its deviation from one half is odd about the threshold, while $g(\varepsilon-2D)$ is even. Pure exchange therefore steepens the step for $j>0$ and makes it less steep for $j<0$, without placing a peak at its midpoint.

### Numerical evaluation

Diagonalize $H_S$, transform the three spin matrices to its eigenbasis, and form $R_{ifm}$. Evaluate $\mathcal A$ on an energy grid centred at each $eV$. The numbers below were obtained by the trapezoidal rule with 1601 equally spaced points over $eV\pm40kT$. The functions are smooth on the thermal scale and the weight has decayed exponentially at the ends. Write $-f'$ as $f(1-f)/kT$ and use a stable logistic function for $f$, so that large exponentials are not formed. A rotation of the basis within a degenerate level leaves the result unchanged, because the sums over that level are traces with a common population and common energy arguments.

### A spin of three halves

The model parameters are $S=3/2$, $D=2$ meV, $W=200$ meV, $j=0.01$, $u=1$ and $T=2$ K. They do not represent a particular atom. The thermal energy is $kT=0.1723$ meV and the step lies at $2D=4$ meV. Each ground state has population 0.5 to the accuracy needed; each excited state has about $4\times10^{-11}$.

Here $n=2$, so $\alpha=2.25$, $\beta=3$ and $c=1.5$. The second-order conductance is $\alpha+u^2=3.25$ inside the steps and $S(S+1)+u^2=4.75$ outside. Its value at threshold is the mean, 4.00. All conductances in this section are in units of $G_0$ unless another unit is given. Their last digits serve to check the formula; the omitted terms, of order $|E|/W$ and of higher order in $j$, can be larger than those digits. They matter most for the small interference part: at 8 mV, keeping the band edges at $\pm W$ reduces the magnitude of the odd part from 0.033 to about 0.021 for $v=0$ and 0.015 for $v=1$.

The required broadened logarithms are

$$\hat g(0)=6.796,\qquad \hat g(2D)=3.918,\qquad \hat g(4D)=3.220 .$$

At zero bias, the exchange correction is

$$2j[2\beta\hat g(0)+2(\alpha-\beta)\hat g(2D)]
=0.02[6(6.796)-1.5(3.918)]=0.698 .$$

The total is $3.250+0.698=3.948$. The negative term comes from virtual excitation and reduces the correction from 0.816 to 0.698.

At either threshold the logarithms centred there cancel in the exchange part. The remaining terms give

$$0.02[6(3.918)-0.75(3.220)+0.75(3.918)]=0.481 .$$

Full integration gives 0.480. The difference has a definite source: within the thermal window $g(\varepsilon)$ has slope $-1/2D$, which correlates with the opening factor $s$. In units of $kT$, the required average is

$$\int x\left[\tfrac12-f(x)\right][-f'(x)]\,dx=\frac12\int f(1-f)\,dx=\frac12 ,$$

where integration by parts uses $d[f(1-f)]/dx=f'(1-2f)$. The correction is therefore $-2jc\,kT/(4D)=-0.0006$.

The interference at the positive threshold is

$$2juc[\hat g(4D)-\hat g(0)]=0.03(3.220-6.796)=-0.107 ,$$

and it is $+0.107$ at the negative threshold. The total conductances are 4.373 and 4.587. Their relative asymmetry, defined as the difference divided by the sum, is $-0.024$.

The contributions on the positive side are:

| $V$ (mV) | second order | exchange | interference | total |
|---:|---:|---:|---:|---:|
| 0 | 3.250 | 0.698 | 0.000 | 3.948 |
| 2 | 3.250 | 0.434 | −0.034 | 3.650 |
| 3 | 3.272 | 0.378 | −0.062 | 3.588 |
| 4 | 4.000 | 0.480 | −0.107 | 4.373 |
| 5 | 4.728 | 0.584 | −0.070 | 5.243 |
| 6 | 4.750 | 0.551 | −0.049 | 5.252 |
| 8 | 4.750 | 0.500 | −0.033 | 5.217 |

For negative bias the first two contributions are unchanged and the interference reverses sign. The totals at $-5$, $-6$ and $-8$ mV are 5.382, 5.350 and 5.283: the conductance falls with distance beyond the step. At positive bias it changes little between 5 and 8 mV. From 5 to 6 mV, completion of the thermal step adds 0.022 and the weakening negative interference adds 0.021, while exchange removes 0.033.

These shapes agree with the zero-temperature coefficients. At $+2D$ they are $0.03(-\tfrac12-1)=-0.045$ inside and $0.03(\tfrac12-1)=-0.015$ outside. At $-2D$ they are $0.015$ inside and $0.045$ outside. The negative-bias step thus has the stronger positive logarithm on its outer side.

At zero bias the coefficient is $3n^2j=0.12$. Doubling the temperature should lower the conductance by $0.12\ln2=0.083$. Numerical integration gives 4.114, 4.031, 3.948 and 3.865 at 0.5, 1, 2 and 4 K. The width can be characterized by the energy at which the logarithm has fallen by one from its maximum. Solving that condition with a bracketing root finder gives $2.89kT$ for $g$ and $4.29kT$ for $\hat g$; the latter is 0.74 meV here. The tip accounts for the increase.

For $T_0^2\rho_t\rho_s=10^{-6}$, the conductance unit is $G_0=3.059$ nS. The conductance is then 12.1 nS at zero bias, 13.4 nS at $+2D$ and 14.0 nS at $-2D$.

### Where the expansion can be used

The third-order exchange correction at zero bias is 0.31 of the second-order exchange conductance. This is large enough that omitted orders may matter: squaring the ratio suggests a further correction of roughly a tenth of the second-order exchange conductance, an estimate and not a bound. Lowering the temperature increases $g$ and eventually invalidates the truncation. For an isotropic degenerate spin, the condition is $|2jg(0)|\ll1$; anisotropy changes this condition. Within the ground doublet above, two transverse spin components, each enlarged by $n$, combine to correct the longitudinal exchange vertex. Their relative contribution is $2n^2jg(0)$, which is 0.57 in the example. Virtual excitation to $S_z=\pm\tfrac32$ contributes $-2(n^2-1)jg(2D)=-0.23$, so the net relative correction of that vertex at this order is 0.34, and the expansion is only moderately controlled there.

Thermal populations require the surface to relax the spin faster than the tunnelling current excites it. At low temperature the golden-rule excitation rate due to the tip, for $|eV|>2D$, is $(4\pi/\hbar)T_0^2\rho_t\rho_s\,c(|eV|-2D)$. Relaxation by the surface has rate $(4\pi/\hbar)j^2c\,(2D)$, because the released energy $2D$ is also the available electron–hole phase space. Their ratio is

$$\frac{T_0^2\rho_t\rho_s}{j^2}\,\frac{|eV|-2D}{2D}.$$

With the coupling just used it is $10^{-6}/10^{-4}=0.01$ at $|eV|=8$ meV. A small ratio does not make the effect on the conductance negligible. In the example an excited spin carries an extra current proportional to $c\,(4D)$, so beyond the steps $dI/dV$ rises by about $2c\,T_0^2\rho_t\rho_s/j^2\approx0.03$ in units of $G_0$. This shift is even in bias, comparable in size to the interference part, and not included in the table. Where such a shift matters, or for a stronger tip coupling, the populations must be obtained from rate equations. The balance that made $\mathcal A$ independent of bias then no longer applies, and the forward and backward currents must be calculated separately.

A spin-polarized tip changes the traces and, when a magnetic field polarizes the atomic spin, can produce an asymmetry already at second order. A strongly energy-dependent density of states changes the cancellation between particle and hole processes. In either case an observed odd conductance cannot be assigned to $ju$ by this formula alone.
